# Averaged j-dependent versus scalar-relativistic pseudopotentials for bismuth 6p

**Question**

I have two-component pseudopotentials for bismuth, with separate $p_{1/2}$ and $p_{3/2}$ channels. For a calculation without spin-orbit coupling I average them with weights $1/3$ and $2/3$. The spin-orbit term has zero weighted mean, so I expect the result to be the pseudopotential I would have got by pseudizing a scalar-relativistic atom. Is that right? And should the 6p level of the averaged potential be the weighted mean of the two Dirac levels?

**Answer**

Neither holds in general. Your cancellation argument is correct to first order in the spin-orbit strength, but pseudization is a nonlinear operation, and averaging does not commute with it at second order. To isolate this effect, I use one fixed, spherical, screened potential $V(r)$ for both routes, with a point nucleus and hartree atomic units.

**One equation for both atoms**

Let $P$ be the large radial component, $Q$ the small one, and $q=cQ$. With the rest energy removed, the Dirac equations are

$$P'=-\frac{\kappa}{r}P+2Mq,\qquad q'=\frac{\kappa}{r}q+(V-\varepsilon)P,\qquad M=1+\frac{\varepsilon-V}{2c^2}.$$

Differentiate the first equation, then use $2Mq=P'+\kappa P/r$ and the second equation:

$$P''=-\frac{\kappa}{r}P'+\frac{\kappa}{r^2}P+\frac{M'}{M}\Big(P'+\frac{\kappa}{r}P\Big)+\frac{\kappa}{r}\Big(P'+\frac{\kappa}{r}P\Big)+2M(V-\varepsilon)P.$$

The terms $\mp\kappa P'/r$ cancel, and the $1/r^2$ terms add to $\kappa(\kappa+1)=l(l+1)$, which is the same for both $j$. Writing $\kappa=-1+(1+\kappa)$ isolates the part that depends on $j$:

$$P''-\frac{l(l+1)}{r^2}P-\frac{M'}{M}\Big(P'-\frac{P}{r}+x\frac{P}{r}\Big)=2M(V-\varepsilon)P,\qquad x=\lambda(1+\kappa).$$

At $\lambda=1$ this is the Dirac equation. At $\lambda=0$ it is the Koelling–Harmon scalar-relativistic equation, which is what "scalar-relativistic" means here. For $j=l+\tfrac12$, $\kappa=-(l+1)$ and $x=-l\lambda$. For $j=l-\tfrac12$, $\kappa=l$ and $x=(l+1)\lambda$. Both cases are $x=-2\lambda\,\mathbf L\cdot\mathbf S$.

I shall expand in $x$, so the new term must not be too singular at the nucleus. There $V\approx-Z/r$, hence $M\approx Z/(2c^2r)$ and $M'/M\approx-1/r$. Inserting $P\sim r^s$ gives

$$s(s-1)+(s-1+x)-l(l+1)=-\frac{Z^2}{c^2}\;\Rightarrow\; s^2=l(l+1)+1-x-\frac{Z^2}{c^2}.$$

For p states and $x\le2$, $s^2$ stays positive when $Z<c$, as for bismuth. I take the level and its wavefunction to be smooth in $x$ over this range.

To remove the first derivative, set $P=\sqrt M\,u$ and $m=M'/M$. Then

$$P'=\sqrt M\Big(u'+\frac m2u\Big),\qquad P''=\sqrt M\Big[u''+mu'+\Big(\frac{m'}2+\frac{m^2}4\Big)u\Big].$$

In $P''-mP'$ the $u'$ terms cancel, leaving

$$u''=\Big[\frac{l(l+1)}{r^2}+2(U-\varepsilon)\Big]u,$$

$$2(U-\varepsilon)=2M(V-\varepsilon)+\frac{(x-1)m}{r}-\frac{m'}2+\frac{m^2}4 .$$

This has the form of a Schrödinger equation, with $U$ depending on $x$ and $\varepsilon$.

**Pseudization is nonlinear**

Let $\varepsilon(x)$ be the 6p level. Choose a cutoff $r_c$ beyond the last node of $u$, keep $U(r;x,\varepsilon(x))$ for $r>r_c$, and inside use a nodeless function

$$\phi=r^{l+1}e^{p(r)},\qquad p=a_0+a_1s+a_2s^2+a_3s^3+\beta s^4,\qquad s=\frac{r^2}{r_c^2}-1$$

(from here on $s$ is this variable). The coefficients $a_0,\dots,a_3$ match $\phi$ and its first three derivatives to $u$ at $r_c$. The term $\beta s^4$ does not disturb the matching. Since $s^4>0$ inside, $\int_0^{r_c}\phi^2dr$ grows steadily with $\beta$, so at most one $\beta$ reproduces $\int_0^{r_c}u^2dr$. (This recipe conserves the norm of $u=P/\sqrt M$, rather than the full Dirac charge $P^2+Q^2$.)

To find the potential, note that $\phi'/\phi=(l+1)/r+p'$, so

$$\frac{\phi''}{\phi}=\Big(\frac{\phi'}{\phi}\Big)'+\Big(\frac{\phi'}{\phi}\Big)^2=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p''+p'^2 .$$

Requiring $\phi''=[l(l+1)/r^2+2(V_{\rm PS}-\varepsilon)]\phi$ gives, inside $r_c$,

$$V_{\rm PS}=\varepsilon+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}.$$

The pseudo-function is nodeless and decays, so $\varepsilon(x)$ is the lowest level of $V_{\rm PS}(x)$ for this $l$. The level $\varepsilon(x)$ is itself nonlinear in $x$ and enters $V_{\rm PS}$ directly. The coefficients of $p$ follow from the all-electron solution through the matching and through the norm condition, which contains $e^{2p}$, and the potential contains the square $p'^2$. So in general $V_{\rm PS}$ is nonlinear in $x$, with second-order contributions that need not share a sign:

$$V_{\rm PS}(x)=V_0+xV_1+x^2V_2+\dots$$

Here $V_0$ is the pseudopotential of the scalar-relativistic level.

**What the average keeps**

The weights are $w_+=(l+1)/(2l+1)$ for $j=l+\tfrac12$ and $w_-=l/(2l+1)$ for $j=l-\tfrac12$. They give

$$\langle x\rangle=\lambda\,\frac{-(l+1)l+l(l+1)}{2l+1}=0,$$

$$\langle x^2\rangle=\lambda^2\,\frac{(l+1)l^2+l(l+1)^2}{2l+1}=\lambda^2l(l+1).$$

Therefore

$$\bar V=w_+V_++w_-V_-=V_0+\lambda^2l(l+1)V_2+O(\lambda^3).$$

The first equation is your cancellation; the second is what it misses. Let $\phi_0$ be the normalized lowest state of $V_0$, with level $\varepsilon_{\rm SR}$. First-order perturbation theory in $\bar V-V_0$ gives the level of the averaged potential:

$$\boxed{\bar\varepsilon-\varepsilon_{\rm SR}=\lambda^2l(l+1)\langle\phi_0|V_2|\phi_0\rangle+O(\lambda^3)}$$

The coefficient involves $V_2$, which is set by the pseudization, so it has to be computed. For $l=0$ there is one $j$, $x=0$, and the question does not arise.

**Where the second-order term comes from**

Write the all-electron level as $\varepsilon(x)=\varepsilon_{\rm SR}+ax+bx^2+\dots$. The pseudopotential $V_{\rm PS}(x)$ has the same level by construction. Perturbation theory for $V_0+xV_1+x^2V_2$ therefore gives $a=\langle V_1\rangle$ and

$$b=\langle V_2\rangle+e_2,\qquad e_2=\sum_{n\ne0}\frac{|\langle\phi_n|V_1|\phi_0\rangle|^2}{\varepsilon_0-\varepsilon_n},$$

where the sum runs over the other states of $V_0$ with the same $l$, continuum included, and $\varepsilon_0=\varepsilon_{\rm SR}$. Hence $\langle V_2\rangle=b-e_2$: the second-order coefficient of the all-electron level minus the part that $V_1$ alone produces in the pseudo-atom. Because $\phi_0$ is the lowest state, $e_2<0$ unless $V_1$ fails to couple it to any other state.

This also answers your second question. Averaging $\varepsilon(x)$ over $j$ gives

$$\sum_jw_j\varepsilon_j-\varepsilon_{\rm SR}=\lambda^2l(l+1)\,b+O(\lambda^3),$$

and subtracting this from the boxed result gives

$$\bar\varepsilon-\sum_jw_j\varepsilon_j=-\lambda^2l(l+1)\,e_2+O(\lambda^3).$$

The sign of this second difference does not rely on the expansion. Let $\bar\phi$ be the normalized lowest state of $\bar V$, and $h_j$ the radial Hamiltonian with $V_j$. Then $\bar\varepsilon=\sum_jw_j\langle\bar\phi|h_j|\bar\phi\rangle\ge\sum_jw_j\varepsilon_j$, by the variational principle for each $j$. The averaged potential cannot put its level below the weighted Dirac mean.

**Bismuth 6p**

The potential is that of neutral bismuth from a four-component Dirac–Kohn–Sham calculation in the local density approximation (Slater exchange, VWN correlation), with $6p^3$ spread statistically over the two $j$. It is then frozen. The two Dirac levels ($\lambda=1$) and the scalar-relativistic level ($\lambda=0$), in hartree, are

$$\varepsilon_{1/2}=-0.22872,\qquad \varepsilon_{3/2}=-0.15634,\qquad \varepsilon_{\rm SR}=-0.17357 .$$

The weighted mean is $[2(-0.15634)+(-0.22872)]/3=-0.18047$. With $r_c=2.61$ bohr the averaged pseudopotential gives $\bar\varepsilon=-0.17612$, which agrees with neither candidate:

$$\bar\varepsilon-\varepsilon_{\rm SR}=-0.17612+0.17357=-0.00255\ \text{hartree}\;(-0.069\ \text{eV}),$$

$$\bar\varepsilon-\sum_jw_j\varepsilon_j=-0.17612+0.18047=+0.00435\ \text{hartree}.$$

The first difference is about 3.5% of the spin-orbit splitting, 1.97 eV. At cutoffs of 2.21 and 3.01 bohr it is $-0.069$ and $-0.074$ eV. At 1.81 bohr, still beyond the last node (below 1.2 bohr), it is about $+0.10$ eV, so neither its size nor its sign is fixed independently of the cutoff.

The perturbation coefficients at $r_c=2.61$ bohr are $b=-0.00256$ and $e_2=-0.00161$ hartree. With $l(l+1)=2$, the predicted gap is

$$2(b-e_2)\lambda^2=2(-0.00256+0.00161)\lambda^2=-0.0019\,\lambda^2\ \text{hartree}.$$

Scaling the spin-orbit term shows the approach to this law:

| $\lambda$ | gap$/\lambda^2$ (hartree) |
|---|---|
| 0.05 | $-0.00191$ |
| 0.10 | $-0.00193$ |
| 0.30 | $-0.00200$ |
| 1.00 | $-0.00255$ |

At full strength the second-order term supplies about three quarters of the gap; higher orders supply the rest. A fit to the gaps at small $\lambda$ leaves a linear coefficient of about $3\times10^{-8}$ hartree, against $a=-0.0194$ hartree for a single level.

The statistical weights matter. With equal weights, $\langle x\rangle=\lambda(-1+2)/2=\lambda/2$, so the gap should start linearly with slope $a/2=-0.0097$ hartree. The computed gap divided by $\lambda$ at $\lambda=0.05$ is $-0.0099$ hartree. The numerical check tests these slopes, and obtains $e_2$ from an explicit sum over states.

**Which potential to use**

If spin-orbit coupling will be switched on, $\bar V$ is the right scalar part. Define $V_{\rm so}=2(V_+-V_-)/(2l+1)$. Since $\mathbf L\cdot\mathbf S$ is $l/2$ or $-(l+1)/2$,

$$\bar V+\frac l2V_{\rm so}=\frac{(l+1)V_++lV_-+l(V_+-V_-)}{2l+1}=V_+,$$

$$\bar V-\frac{l+1}2V_{\rm so}=\frac{(l+1)V_++lV_--(l+1)(V_+-V_-)}{2l+1}=V_- .$$

Replacing $\bar V$ by $V_0$ here would spoil both Dirac levels at second order. If instead the aim is to reproduce the scalar-relativistic all-electron level, use $V_0$, whose level is $\varepsilon_{\rm SR}$ by construction.

Two limits of the comparison should be kept in mind. Subtracting one common valence Hartree and exchange-correlation potential from $V_+$, $V_-$ and $V_0$ leaves $\bar V-V_0$ unchanged, because the weights add to one; subtracting different ones can add a further difference. The numbers also omit the re-converged potential of a separate scalar-relativistic atom (re-converging lowers its 6p level by about 0.046 eV, comparable to the gap itself), the Breit interaction, finite nuclear size and relativistic exchange-correlation. They measure the effect of averaging within this model and are not predictions of measured bismuth levels.

## Calculated quantities

```
nuclear charge Z: 83; electrons in the density: 83.000000
SCF iterations: 54; last change of r*V: 7.2e-08 hartree bohr
6p1/2 Dirac level: -0.228718 hartree
6p3/2 Dirac level: -0.156344 hartree
spin-orbit splitting: 0.072374 hartree = 1.9694 eV
largest deviation from matrix Dirac levels: 6.8e-07 hartree
weighted mean of Dirac levels: -0.180469 hartree
scalar-relativistic 6p level: -0.173574 hartree
mean minus scalar-relativistic: -0.006895 hartree
largest error of pseudo levels against their targets: 2.8e-09 hartree
cutoff 2.205 bohr: level of averaged potential -0.176094 hartree
   minus scalar-relativistic: -0.002519 hartree = -0.0686 eV
   minus mean of Dirac levels: 0.004375 hartree
cutoff 2.611 bohr: level of averaged potential -0.176120 hartree
   minus scalar-relativistic: -0.002546 hartree = -0.0693 eV
   minus mean of Dirac levels: 0.004349 hartree
cutoff 3.006 bohr: level of averaged potential -0.176280 hartree
   minus scalar-relativistic: -0.002706 hartree = -0.0736 eV
   minus mean of Dirac levels: 0.004189 hartree
below: cutoff 2.611 bohr
strength 0.05: gap -4.7811e-06 hartree, gap/strength^2 -0.001912 hartree
strength 0.10: gap -1.9275e-05 hartree, gap/strength^2 -0.001928 hartree
strength 0.20: gap -7.8446e-05 hartree, gap/strength^2 -0.001961 hartree
strength 0.30: gap -1.8001e-04 hartree, gap/strength^2 -0.002000 hartree
strength 1.00: gap -2.5455e-03 hartree
fitted linear coefficient of gap: 3.3e-08 hartree
fitted quadratic coefficient of gap: -0.001900 hartree
a, first-order coefficient of level: -0.019440 hartree
<V1> in pseudo-atom: -0.019432 hartree
b, all-electron second-order coefficient: -0.002563 hartree
e2, pseudo-atom second-order energy: -0.001614 hartree
<V2> in pseudo-atom: -0.000950 hartree
l(l+1)<V2>: -0.001900 hartree
l(l+1)(b-e2): -0.001900 hartree
equal weights, gap/strength at 0.05: -0.009859 hartree; a/2: -0.009720 hartree
```
